The Nondegenerate Seebeck Coefficient and the Jonker Relation, with Their Limits, part 2

The problem is the Seebeck coefficient S of an isotropic parabolic band, and how far |S| follows the Jonker line (16), of slope −k/e against ln σ, where σ is the conductivity and k/e = 86.173 µV/K. Here k is Boltzmann's constant, but |k| and k_y refer to the wavevector.

Carriers have charge q (−e for electrons, +e for holes), mass m, velocity v, kinetic energy ε = kT x and relaxation time τ = τ0 x^r; r = −1/2 means a constant mean free path. The semiclassical picture needs ħ/τ small against kT.

The chemical potential μ is counted from the band edge into the band, with η = μ/kT (η_p for the valence band), z = e^η, s = r + 3/2 and A = r + 5/2. A prime is d/dy along the temperature gradient and E is the field. The occupation is f0 + δf, with f0 = 1/(e^(x−η) + 1) and

δf = −τ [ v_y ∂f0/∂y + (qE/ħ) ∂f0/∂k_y ].   (3)

The current density is J = σ(E − μ'/q − S T'). With D the density of states, N the effective density of states, n the carrier density, I_s = ∫ x^s (−∂f0/∂x) dx and F_j = ∫ x^j f0 dx (x from 0 to ∞), the model's exact results at any η are

N = (1/2π²)(2m kT/ħ²)^(3/2) Γ(3/2) = 2 (m kT/2πħ²)^(3/2).   (8)

σ = e² τ0 N I_s/(m Γ(5/2)),   (10)

S = (k/q) [ I_(s+1)/I_s − η ].   (11)

S = (k/q) [ (s+1) F_s/(s F_(s−1)) − η ],   (12)

n = ∫ D f0 dε = N F_(1/2)(η)/Γ(3/2).   (13)

For s > 0, I_s = s F_(s−1). For η ≫ 1, I_s ≈ η^s and S ≈ (k/q) π² s/(3η). For z ≪ 1, n = N z and, with μ_c the mobility,

S = (k/q)(r + 5/2 − η).   (14)

σ = σ0 z, σ0 = N e μ_c, μ_c = e τ0 Γ(r + 5/2)/(m Γ(5/2)).   (15)

|S| = (k/e) [ r + 5/2 − ln(σ/σ0) ].   (16)

10. The size of the degeneracy correction

For z < 1 the quantity z e^(−x) is below 1 at every x in the band, and f0 = z e^(−x)/(1 + z e^(−x)) is a geometric series:

f0 = Σ_ℓ (−1)^(ℓ+1) z^ℓ e^(−ℓx), −∂f0/∂x = Σ_ℓ (−1)^(ℓ+1) ℓ z^ℓ e^(−ℓx).

The substitution t = ℓx gives ∫ x^s ℓ e^(−ℓx) dx = Γ(s+1) ℓ^(−s), so

I_s = Γ(s+1) Σ_ℓ (−1)^(ℓ+1) z^ℓ ℓ^(−s).

Set a = 2^(−s) and b = 3^(−s). Raising s by one divides a by 2 and b by 3:

I_s = Γ(s+1) z (1 − a z + b z² − …),

I_(s+1) = Γ(s+2) z (1 − a z/2 + b z²/3 − …).

The reciprocal series is 1/(1 − az + bz²) = 1 + az + (a² − b)z² + …, as multiplying back confirms through z². The product with the numerator has the z coefficient a − a/2 = a/2 and the z² coefficient (a² − b) − a²/2 + b/3 = a²/2 − 2b/3. With y_S = |S|/(k/e),

y_S = A − η + A [ (a/2) z + (a²/2 − 2b/3) z² + … ].   (19)

Since a/2 = 2^(−s−1) = 2^(−A), the leading correction to (14) is +A 2^(−A) z in units of k/e. It is positive, so (14) underestimates |S|. The reason is that the exclusion principle reduces the weight most strongly near the band edge, where the occupation is largest, and this raises the mean transported energy. For r = −1/2 one has s = 1, A = 2, a = 1/2, b = 1/3, the z² coefficient is 2(1/8 − 2/9) = −7/36, and

y_S = 2 − η + z/2 − 7z²/36 + … (r = −1/2).   (20)

The Jonker line has a different error, because σ is corrected too. Keep σ0 as defined in (15). Then (10) is σ = σ0 I_s/Γ(s+1), and with L = ln(σ/σ0) and ln(1 + u) = u − u²/2 + …,

L = η + ln(1 − az + bz²) = η − a z + (b − a²/2) z² + … .

Define the offset from the line, Δ = y_S − (A − L). Adding L − A to (19), η cancels:

Δ = (A/2 − 1) a z + [ A(a²/2 − 2b/3) + b − a²/2 ] z² + … .   (21)

With A/2 − 1 = (s − 1)/2 the first-order term is (s − 1) 2^(−s−1) z. The two first-order corrections oppose each other: at given η the exact |S| is raised by A a z/2, while the exact σ is lowered, which moves the prediction of the line up by a z.

The local slope follows from y_S = A − L + Δ, so dy_S/dL = −1 + (dΔ/dη)/(dL/dη). Since dz/dη = z and dL/dη = 1 − az + …, to first order

dy_S/dL = −1 + (s − 1) 2^(−s−1) z + O(z²).   (22)

For r = −1/2 the factor s − 1 vanishes. The bracket in (21) is then −7/36 + 1/3 − 1/8 = (−14 + 24 − 9)/72 = 1/72. As d(z²)/dη = 2z²,

Δ = z²/72 + O(z³), dy_S/dL = −1 + z²/36 + O(z³) (r = −1/2).   (23)

For a constant mean free path the error of the Jonker line is thus of second order in z, while the error of (14) at given η is already of first order. A measured slope near k/e is then weak evidence that the samples are nondegenerate.

The same series applied to (13), with ∫ x^(1/2) e^(−ℓx) dx = Γ(3/2) ℓ^(−3/2), gives n = N(z − 2^(−3/2) z² + …) and so η = ln(n/N) + 2^(−3/2) z + … .

11. Worked example

The model takes round parameters: m = 0.5 m_e, τ0 = 100 fs, r = −1/2, T = 300 K, electrons, so A = 2. Here ħ/τ0 = 6.6 meV is a quarter of kT, so the semiclassical condition of part 2 is met only marginally; the example illustrates the formulas of the model. Then kT = 25.852 meV, and dividing by 300 K and by e returns k/e = 86.17 µV/K. Equation (8) gives N = 8.8721 × 10^18 cm⁻³. The mobility (15) needs eτ0/m = 351.76 cm²/(V s) and Γ(2)/Γ(5/2) = 1/(3√π/4) = 0.75225, so

μ_c = 351.76 × 0.75225 = 264.6 cm²/(V s),

σ0 = N e μ_c = 376.14 S/cm,

(k/e) A = 86.173 × 2 = 172.35 µV/K.

The exact values below come from the momentum integrals for n and J, with the full Fermi–Dirac f0 in (3), evaluated by Gauss–Legendre quadrature in |k| and in the cosine of the angle to the y axis. These are the integrals that reduce to (10), (12) and (13). For each n the value of η was found as the root of the density equation by Brent's method. Local slopes are central differences of S and ln σ with a step of 0.001 in η. The digits shown serve to compare approximations within the model; they say nothing on the accuracy of the model for a real crystal.

n (cm⁻³), ln(n/N), η, σ (S/cm), ln(σ/σ0):

10^15: −9.0907, −9.0906, 0.042395, −9.0907
10^16: −6.7881, −6.7877, 0.42389, −6.7882
10^17: −4.4855, −4.4815, 4.2326, −4.4871
10^18: −2.1829, −2.1431, 41.716, −2.1991
10^19: 0.1197, 0.5121, 369.23, −0.0186

The order ln(σ/σ0) < ln(n/N) < η in the lower rows agrees with part 10, where the first lies below η by z/2 and the second by 2^(−3/2) z.

n (cm⁻³), then in µV/K the exact S, S from (14) at the exact η, S from (16) at the exact σ, and d|S|/d ln σ:

10^15: −955.72, −955.72, −955.72, −86.173
10^16: −757.31, −757.26, −757.31, −86.173
10^17: −559.02, −558.53, −559.02, −86.173
10^18: −361.86, −357.03, −361.85, −86.144
10^19: −175.08, −128.22, −173.95, −83.932

For n = 10^16 cm⁻³ the arithmetic is

(14): S = −86.173 × (2 + 6.7877) = −86.173 × 8.7877 = −757.26 µV/K,

(16): S = −86.173 × (2 + 6.7882) = −86.173 × 8.7882 = −757.31 µV/K.

From 10^15 to 10^16 cm⁻³ the conductivity rises by a factor of ten to the accuracy of the first three digits, and |S| falls by 955.72 − 757.31 = 198.41 µV/K, to be set beside 198.42 µV/K per decade. A least-squares straight line through the exact points at 10^15, 10^16 and 10^17 cm⁻³, |S| against ln(σ/σ0), has slope −86.173 µV/K and passes through 172.35 µV/K at σ = σ0, the values of −k/e and A k/e.

At n = 10^18 cm⁻³, z = e^(−2.1431) = 0.117. Equation (14) is low by 361.86 − 357.03 = 4.83 µV/K, which is 1.3% of the exact |S|. The series (20) gives z/2 − 7z²/36 = 0.05865 − 0.00268 = 0.05597, and 86.173 × 0.05597 = 4.8 µV/K. The Jonker value at the same point differs from the exact one by 0.01 µV/K. The local slope is smaller in magnitude than k/e by 86.173 − 86.144 = 0.029 µV/K, while the term z²/36 of (23) gives 0.033 µV/K; the difference between these two is of relative size z, as for an omitted z³ term. Solving (k/e)(A − η) = 0.99 × |S exact| by Brent's method shows that (14) is 1% low, relative to the exact |S|, at η = −2.388, where n = 7.890 × 10^17 cm⁻³, a little under a tenth of N.

At n = 10^19 cm⁻³ the chemical potential is inside the band, η = 0.5121. Equation (14) is low by 175.08 − 128.22 = 46.86 µV/K, or 27% of the exact |S|. The Jonker line is low by 175.08 − 173.95 = 1.13 µV/K, or 0.6% of the exact |S|, and the local slope is −83.9 µV/K. The series of part 10 does not converge for z > 1, so it gives no estimate here; the smallness of the offset at this point is a numerical result, with the same sign as the term z²/72.

The dependence on r is seen at fixed η = −2, by the same quadrature. The entries are the exact S, S from (14), and the local slope d|S|/d ln σ, in µV/K:

r = −1/2: −350.24, −344.69, −86.13
r = 0: −392.69, −387.78, −85.20
r = 1/2: −435.05, −430.87, −84.81
r = 3/2: −519.85, −517.04, −84.80

The values from (14) are 86.173 × 4, × 4.5, × 5 and × 6. The shortfalls of (14) are 5.55, 4.91, 4.18 and 2.81 µV/K, falling in step with the coefficient A 2^(−A) of (19), which is 1/2, 0.44, 3/8 and 1/4 for A = 2, 5/2, 3 and 4. The slope coefficient (s − 1)2^(−s−1) of (22) is 0, 0.088, 1/8 and 1/8 for s = 1, 3/2, 2 and 3. This accounts for the slope at r = −1/2 staying closest to −k/e and for the near equality of the last two slopes.

12. Failure through a doping-dependent mobility

The dopants that supply carriers can also scatter them. As a model, let τ0 ∝ n^(−p) at fixed r, in the nondegenerate range. S does not contain τ0, so |S| = (k/e)[A − ln(n/N)] and d|S| = −(k/e) d ln n. The conductivity n e μ_c is proportional to n^(1−p), so d ln σ = (1 − p) d ln n and

d|S|/d ln σ = −(k/e)/(1 − p).   (24)

The plot is still a straight line, but a steeper one for 0 < p < 1. For p = 0.25 the slope is −86.173/0.75 = −114.90 µV/K. The two-point slope between the exact values at 10^15 and 10^16 cm⁻³ in the model of part 11, with τ0 scaled as n^(−0.25), is also −114.90 µV/K. If ionized dopants are the only scatterers and their density equals n, the rate is proportional to n and p = 1 apart from the screening logarithm. At p = 1 exactly, σ would not change with doping and (24) diverges. The logarithm leaves σ a weak dependence on n, so the slope stays finite but is much steeper than −k/e. When two scattering mechanisms with different r compete, their balance shifts with doping, the effective A shifts as well, and the plot bends.

13. Failure through minority carriers

As doping is reduced, μ moves toward the middle of the gap and the other band begins to conduct. Both bands are populated by electrons of charge −e with one common μ and T, so both respond to the same effective field 𝓔 = E + μ'/e. The currents add:

J = σ_n(𝓔 − S_n T') + σ_p(𝓔 − S_p T').

Setting J = 0 gives σ = σ_n + σ_p and

S = (σ_n S_n + σ_p S_p)/(σ_n + σ_p).   (25)

Take two mirror bands with equal m, τ0 and r, separated by a gap g kT, both nondegenerate. With η counted from the conduction edge, the valence top lies at −g kT and η_p = −g − η. Then σ_n = σ0 e^η, σ_p = σ0 e^(−g−η), and

ρ = σ_p/σ_n = e^(−g−2η), S_n = −(k/e)(A − η), S_p = (k/e)(A + g + η).

Dividing numerator and denominator of (25) by σ_n,

S/(k/e) = [ −(A − η) + ρ(A + g + η) ]/(1 + ρ) = −(A − η) + B ρ/(1 + ρ), B = 2A + g.   (26)

The second form follows by writing −(A − η) = −(A − η)(1 + ρ) + ρ(A − η) in the numerator and adding ρ(A − η) + ρ(A + g + η) = ρ(2A + g). With dρ/dη = −2ρ and d[ρ/(1+ρ)]/dρ = 1/(1+ρ)²,

d[S/(k/e)]/dη = 1 − 2Bρ/(1 + ρ)².

From ln σ = ln σ0 + η + ln(1 + ρ),

d ln σ/dη = 1 − 2ρ/(1 + ρ) = (1 − ρ)/(1 + ρ).

The ratio, with numerator and denominator multiplied by (1 + ρ)², is the slope of the signed S:

dS/d ln σ = (k/e) [ (1 + ρ)² − 2ρ(2A + g) ]/(1 − ρ²).   (27)

For small ρ this is (k/e)[1 − 2ρ(B − 1)]. The condition for the Jonker slope is therefore 2Bρ ≪ 1, which is stricter than ρ ≪ 1 by the factor 2B. The factor arises because the two bands differ in Seebeck coefficient by S_p − S_n = B k/e, which is large against k/e when the gap is many kT. A minority share ρ/(1 + ρ) of the conductivity shifts S by B k/e times that share, and the share changes with η at the relative rate −2 for small ρ, so the slope is affected well before S itself changes by a large fraction.

For a gap of 0.5 eV at 300 K, g = 500 meV/25.852 meV = 19.341 and B = 4 + 19.341 = 23.341. With both bands given the parameters of part 11 and both included in the quadrature with Fermi–Dirac statistics, the entries are the nondegenerate value ρ = e^(−g−2η), then S and the slope dS/d ln σ from quadrature, and the slope from (27), the last three in µV/K:

η = −5: 8.776 × 10⁻⁵, −603.3, 85.83, 85.84
η = −7: 4.792 × 10⁻³, −766.0, 67.71, 67.73
η = −8: 3.541 × 10⁻², −793.0, −50.14, −50.11

At η = −7, (26) gives −9 + 23.341 × 0.004792/1.004792 = −9 + 0.1113 = −8.8887, and 86.173 × (−8.8887) = −766.0 µV/K. In (27), (1 + ρ)² = 1.00961, 2Bρ = 0.22370, 1 − ρ² = 0.99998, so the slope is 86.173 × 0.78591/0.99998 = 67.73 µV/K. Holes carry half a percent of the conductivity, and the slope is 21% below k/e. The quadrature keeps the degeneracy of the majority band, which (26) and (27) omit; by part 10 it changes σ_n, and hence ρ, by a relative amount of order z, and it changes S_n and the η derivatives of S_n and ln σ_n at the same order.

At η = −8 the slope has changed sign. Between η = −7 and η = −8 the numerator of (27) passes through zero, |S| reaches its maximum there, and beyond it |S| falls together with σ. At ρ = 1, that is η = −g/2, d ln σ/dη vanishes and σ has its minimum; (26) gives −(A + g/2) + B/2 = 0, and the slope (27) is infinite. The n-type and p-type Jonker lines are joined through this point by a rounded curve. The straight part of the plot is bounded by degeneracy at high σ, and at low σ it lasts only while 2Bρ ≪ 1: for the gap above, (27) gives a slope about 10% below k/e at 2Bρ = 0.1 and a zero slope near 2Bρ = 1.

14. The power factor

For a thermoelectric leg of given dimensions, with a matched load, negligible contact resistance and a given small temperature difference, the electrical output is proportional to the power factor P = S²σ. The efficiency depends on S²σT divided by the thermal conductivity, so the doping that maximizes P need not maximize the efficiency when the thermal conductivity depends on doping. Along a doping series, ln P = 2 ln|S| + ln σ is stationary where

d|S|/d ln σ = −|S|/2.   (28)

On the Jonker line the left side is −k/e, so |S| = 2k/e, and from (14) A − η = 2, or η = r + 1/2. With y_S = A − η and σ = σ0 e^(A − y_S), P = (k/e)² σ0 e^A y_S² e^(−y_S). The derivative of y_S² e^(−y_S) is y_S(2 − y_S)e^(−y_S), positive below 2 and negative above, so the point is a maximum, of height

P_max = 4 (k/e)² σ0 e^(A−2).   (29)

It contains the combination σ0 e^A that the position of the Jonker line determines. For r = −1/2 the optimum lies at η = 0, where z = 1, and for larger r it lies at η > 0. For r ≥ −1/2 the nondegenerate theory thus places the optimum outside its own range, and the exact expressions must decide whether a maximum exists and where. By part 6, S ∝ 1/η and σ ∝ η^s for η ≫ 1, so P ∝ η^(s−2) = η^(r−1/2) there. For r > 1/2 the exact P of this one-band model therefore grows without bound as η rises, and the maximum (29) belongs to the nondegenerate formula alone. For r = −1/2 the exact P falls at large η and has a maximum, which is worked out next.

For r = −1/2, s = 1, and (10) and (12) give σ = σ0 F_0 and y_S = 2F_1/F_0 − η, since I_1 = F_0 and Γ(2) = 1. Because f0 depends on x − η, ∂f0/∂η = −∂f0/∂x, so dF_j/dη = I_j. Hence dF_1/dη = I_1 = F_0, and dF_0/dη = I_0 = f0(x = 0) = z/(1 + z), which is written f_e and integrates to F_0 = ln(1 + z). Then

dy_S/dη = 2 − 2F_1 f_e/F_0² − 1 = 1 − 2F_1 f_e/F_0², d ln σ/dη = f_e/F_0.

The slope is the ratio, dy_S/d ln σ = F_0/f_e − 2F_1/F_0. Condition (28) is 2 dy_S/d ln σ + y_S = 0, that is 2F_0/f_e − 4F_1/F_0 + 2F_1/F_0 − η = 0, or with 1/f_e = 1 + 1/z,

2F_0 (1 + 1/z) − 2F_1/F_0 − η = 0.   (30)

In the model of part 11 the natural unit is (k/e)²σ0 = (86.173 × 10⁻⁶ V/K)² × 376.14 S/cm = 2.793 µW/(cm K²). The Jonker line gives η = 0, S = −172.3 µV/K and P_max = 4 × 2.793 = 11.17 µW/(cm K²). Maximizing the exact S²σ from the quadrature over η, by bounded one-dimensional minimization of −S²σ, locates the stationary point described by (30) at η = 0.668, with S = −166.9 µV/K and P_max = 11.34 µW/(cm K²), or 4.060 in the same unit.

The exact maximum is higher than the nondegenerate one, by 1.5% of the latter, although at any fixed η degeneracy lowers σ. The cause is the positive offset Δ, and the row n = 10^19 cm⁻³ of part 11 shows it. There σ/σ0 = 369.23/376.14 = 0.9816. The Jonker value 173.95 µV/K is 2.0186 k/e and gives P = 2.0186² × 0.9816 = 4.00 in units of (k/e)²σ0, close to the top of the nondegenerate curve. The exact value 175.08 µV/K is 2.0317 k/e and gives 2.0317² × 0.9816 = 4.05 at the same conductivity, which already exceeds the maximum (29). For r = −1/2 the rule |S| = 2k/e therefore estimates the optimal |S| to 3% and the height of the maximum to 1.5%, both relative to the exact values, while its η = 0 misses the exact position by 0.668. These figures hold for r = −1/2 and do not carry over to other r.

Numbers in the example were calculated in double precision.
